# Charge Neutrality by Logarithmic Bisection: Monotonicity, Conditioning and Failure Modes

A model semiconductor with a 3 eV gap contains equal densities, \(10^{17}\ \mathrm{cm^{-3}}\), of donors and acceptors at 300 K. Bisection in double precision puts its Fermi level at 1.0960 eV above the valence-band edge. The same bisection, after an algebraically equivalent regrouping of the charges, gives 1.5547 eV. The second value is the root of the model with exactly equal densities. Both runs use logarithms of concentrations, so logarithmic scaling alone does not make the solver robust. The scheme below combines it with a proof of monotonicity and a regrouping that preserves monotonicity.

## 1. The neutrality function

Let \(E\) be the Fermi level measured from the valence-band edge, \(E_g\) the gap, and \(T>0\). The net charge density in units of the elementary charge is

\[
Q(E)=p(E)-n(E)+\sum_k C_k\langle q\rangle_k .
\]

A pool \(k\) is a fixed density \(C_k\) of objects, each in one of several states \(j\) with charge \(q_j\) and degeneracy \(g_j\). Forming state \(j\) costs \(E_j+q_jE\), because a state of charge \(+q\) has given \(q\) electrons to the reservoir at energy \(E\). The occupation probabilities are

\[
f_j=\frac{w_j}{Z},\qquad w_j=g_je^{-(E_j+q_jE)/kT},\qquad Z=\sum_jw_j ,
\]

and \(\langle a\rangle=\sum_jf_ja_j\). Two cases share this form:

- **Equilibrium defect.** The objects are lattice sites. The perfect site is one of the states, with zero charge and energy and unit weight. If defects are dilute, \(Z\approx1\) and \(c_j\approx Cw_j\).
- **Dopant or frozen defect.** The objects are the defects themselves. Their total is fixed and only the charge state changes.

The assumptions are that \(E_j\), the atomic chemical potentials, the band edges and \(C_k\) do not depend on \(E\), and that pools are independent.

For parabolic bands, put \(x=(\varepsilon-E_g)/kT\) in the integral of the density of states times the Fermi function:

\[
n=\frac{1}{2\pi^2}\left(\frac{2m_ekT}{\hbar^2}\right)^{3/2}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}}
=N_cF(\eta),\quad \eta=\frac{E-E_g}{kT},
\]

\[
F(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}},\qquad
N_c=2\left(\frac{m_ekT}{2\pi\hbar^2}\right)^{3/2}.
\]

Likewise \(p=N_vF(-E/kT)\), with the hole mass in \(N_v\). For \(\eta\ll-1\), \(F\approx e^\eta\).

## 2. Proof of a unique root

**Pools.** From \(dw_j/dE=-q_jw_j/kT\) follows \(dZ/dE=-Z\langle q\rangle/kT\). The quotient rule gives

\[
\frac{df_j}{dE}=-\frac{(q_j-\langle q\rangle)f_j}{kT}.
\]

Multiply by any state function \(a_j\) and sum:

\[
\frac{d\langle a\rangle}{dE}=-\frac{\langle qa\rangle-\langle q\rangle\langle a\rangle}{kT}
=-\frac{\mathrm{Cov}(q,a)}{kT}. \tag{1}
\]

For \(a=q\) the covariance is the variance of the charge, which cannot be negative. The order of the charge-transition levels plays no part, so negative-\(U\) defects are included.

**Carriers.** The Fermi function \(f\) obeys \(df/dE=f(1-f)/kT>0\). Therefore

\[
\frac{dn}{dE}=\int D_c\,\frac{f(1-f)}{kT}\,d\varepsilon>0,\qquad
\frac{dp}{dE}=-\int D_v\,\frac{f(1-f)}{kT}\,d\varepsilon<0,
\]

where \(D_c,D_v\) are the band densities of states. Together,

\[
\frac{dQ}{dE}=\frac{dp}{dE}-\frac{dn}{dE}-\frac1{kT}\sum_kC_k\mathrm{Var}_k(q)<0 .
\]

The carriers make the inequality strict even if every pool has a fixed charge.

**Existence.** For \(\eta>0\) the Fermi function is at least \(1/2\) on \(0<x<\eta\), so \(F(\eta)\ge 2\eta^{3/2}/(3\sqrt\pi)\), which grows without bound. Hence \(p\to\infty\) and \(n\to0\) as \(E\to-\infty\), and the reverse as \(E\to+\infty\). Each pool charge is bounded by \(C_k\max|q_j|\). Thus \(Q\) runs from \(+\infty\) to \(-\infty\) continuously and has one root. A computed density of states with finitely many bands has bounded \(p\) and \(n\); a root then also requires enough band capacity to balance the fixed charge.

## 3. A split that keeps monotonicity

A logarithm needs positive arguments. Choose for each pool a constant reference charge \(r_k\), and write \(u^+=\max(u,0)\). Since \(q-r=(q-r)^+-(r-q)^+\), define \(K=\sum_kC_kr_k\) and

\[
P=p+K^++\sum_kC_k\langle(q-r_k)^+\rangle_k,
\]
\[
M=n+(-K)^++\sum_kC_k\langle(r_k-q)^+\rangle_k .
\]

Then \(P-M=p-n+K+\sum_kC_k(\langle q\rangle_k-r_k)=Q\). Both sides are positive, because \(p\) and \(n\) are. The function to bisect is

\[
L(E)=\ln P(E)-\ln M(E),
\]

which has the same sign and the same root as \(Q\).

A ratio of two parts of a decreasing function need not decrease, so \(L\) needs its own proof. Expanding the product in the double sum below gives \(2\langle qa\rangle-2\langle q\rangle\langle a\rangle\), hence

\[
\mathrm{Cov}(q,a)=\tfrac12\sum_{ij}f_if_j(q_i-q_j)(a_i-a_j).
\]

If \(a\) is a nondecreasing function of \(q\), no term is negative. By (1), \(\langle(q-r)^+\rangle\) cannot rise with \(E\). The function \(-(r-q)^+\) is also nondecreasing in \(q\), so \(\langle(r-q)^+\rangle\) cannot fall. With the strict carrier terms, \(P'<0\) and \(M'>0\), and

\[
L'=\frac{P'}{P}-\frac{M'}{M}<0
\]

for any choice of references. Finite differences on 100 random pools confirm (1) for \(q\) and for both truncated charges. In 30 random models \(L\) fell across a 60-point grid, within a tolerance of \(10^{-11}\) for rounding on plateaus.

## 4. Conditioning

Take dilute equilibrium defects, nondegenerate carriers, \(r_k=0\) and no fixed charge. Then \(kT\,dc_j/dE=-q_jc_j\), \(kT\,dp/dE=-p\) and \(kT\,dn/dE=n\), so

\[
kT|L'|=\frac{p+\sum_{q>0}q^2c_q}{p+\sum_{q>0}qc_q}
+\frac{n+\sum_{q<0}q^2c_q}{n+\sum_{q<0}|q|c_q}. \tag{2}
\]

Each fraction is a mean of \(|q|\) with weights \(|q|c_q\), carriers counting as \(|q|=1\). Each lies between 1 and the largest charge \(q_{\max}\), which gives

\[
2\le kT|L'|\le2q_{\max}.
\]

By the mean-value theorem, an error of size \(\delta\) in \(L\) can mislead the sign test only within \(kT\delta/2\) of the root. The linear function \(Q\), in contrast, varies exponentially over the gap.

A constant charge adds to \(P\) or \(M\) but not to its derivative. The lower bound of 2 is then lost, and if constants dominate both sides, \(L\) is nearly flat. This is the difficulty in the opening example.

## 5. Algorithm

```text
log_add(a, b):
    m = max(a, b)
    return m + log1p(exp(-abs(a - b)))

imbalance(E):
    plus  = [log p(E)]
    minus = [log n(E)]
    K = accurate_sum(C[k] * r[k])
    if K > 0: append log(K)  to plus
    if K < 0: append log(-K) to minus
    for each pool k:
        lw[j] = log g[j] - (E[j] + q[j]*E)/kT
        lf[j] = lw[j] - log_sum(lw)
        for each state j with d = q[j] - r[k] != 0:
            term = log C[k] + log|d| + lf[j]
            append term to plus if d > 0, else to minus
    return log_sum(plus) - log_sum(minus)

solve(tol):
    low = 0; high = gap
    step = 4kT
    while imbalance(low) <= 0:  low -= step;  step *= 2
    step = 4kT
    while imbalance(high) >= 0: high += step; step *= 2
    while high - low > tol:
        mid = (low + high)/2
        if imbalance(mid) > 0: low = mid
        else:                  high = mid
    return (low + high)/2
```

Here `log_sum` applies `log_add` repeatedly. Its exponential has a nonpositive argument and cannot overflow.

For the carriers, \(x=t^2\) removes the square root at the origin:

\[
F(\eta)=\frac4{\sqrt\pi}\int_0^\infty\frac{t^2\,dt}{1+e^{t^2-\eta}} .
\]

Gauss–Legendre nodes are placed on \(0<t<\sqrt{\max(\eta,0)+40}\). The logarithm of each node's contribution is its log-weight minus \(\ln(1+e^{t^2-\eta})\), and `log_sum` combines them. With 400 nodes the result agrees with direct quadrature to a relative \(10^{-9}\) at five values of \(\eta\) from \(-30\) to 20. For much larger \(\eta\) the Fermi edge narrows in \(t\) as \(1/(2\sqrt\eta)\), and the node count must be checked again.

An evaluation costs two sums over \(G\) nodes plus one pass over \(S\) defect states, \(O(G+S)\). A bracket of width \(W\) needs \(\lceil\log_2(W/\mathrm{tol})\rceil\) halvings; for 3 eV and \(10^{-12}\) eV this is 42. Such a tolerance tests the arithmetic. Formation energies do not justify it physically.

## 6. Worked example

The parameters are round model values: \(E_g=3\) eV, electron mass 0.3 and hole mass 1.0 in free-electron masses, all energies independent of temperature. Defects D and A each have \(2\times10^{22}\) sites per \(\mathrm{cm^3}\).

- D has charges \(0,+1,+2\), with \(E_j=4.0,\,1.5,\,-1.2\) eV.
- A has charges \(0,-1,-2\), with \(E_j=4.0,\,4.6,\,5.6\) eV.
- For both, the degeneracies are 1, 2, 1.
- The dopant X has density \(10^{17}\ \mathrm{cm^{-3}}\), a donor level at 2.9 eV, and degeneracies 2 (neutral) and 1 (positive).

Equating energies of neighbouring charge states of D puts its \((2+/+)\) level at \(1.5+1.2=2.7\) eV, above its \((+/0)\) level at \(4.0-1.5=2.5\) eV. D is therefore a negative-\(U\) defect.

**Undoped, 1000 K.** The root is 1.623 eV. In units of \(10^{12}\ \mathrm{cm^{-3}}\), \(p=1.007\), \(n=2.892\), \([D^{2+}]=0.970\) and \([A^{2-}]=0.0276\). Neutrality reads

\[
1.007+2(0.970)=2.947=2.892+2(0.0276).
\]

Equation (2) gives

\[
\frac{1.007+4(0.970)}{2.947}+\frac{2.892+4(0.0276)}{2.947}=1.658+1.019=2.677,
\]

equal to the finite-difference slope and inside the interval from 2 to 4.

**Doped, 1000 K.** The root rises to 2.2425 eV. The cost of \(A^{2-}\) falls to \(5.6-2(2.2425)=1.115\) eV, which is \(12.94\,kT\), and

\[
[A^{2-}]\approx2\times10^{22}e^{-12.94}\approx4.80\times10^{16}\ \mathrm{cm^{-3}}.
\]

These acceptors hold \(9.61\times10^{16}\) electrons per \(\mathrm{cm^3}\), about 96% of the dopant density. Free electrons number only \(3.82\times10^{15}\ \mathrm{cm^{-3}}\). Donor doping raises the Fermi level and thereby makes its own compensating defect cheaper.

The first midpoints are:

| \(E\) (eV) | \(L\) |
|---|---|
| 1.5000 | +11.877 |
| 2.2500 | −0.171 |
| 1.8750 | +7.227 |
| 2.0625 | +3.939 |
| 2.1563 | +1.939 |
| 2.2031 | +0.892 |

Between 2.2031 and 2.2500 eV, \(L\) falls by 1.063 over \(0.544\,kT\), a slope of 1.95. It is slightly below 2 because nearly all of \(P\) is ionized dopant, which hardly responds, while \(M\) is mostly \(A^{2-}\), which contributes almost 2. A straight line through these two points already crosses zero at 2.2425 eV.

**Quenched to 300 K.** Freeze the totals of D and A and let only charge states and carriers adjust. D is negligible at \(5.6\times10^5\ \mathrm{cm^{-3}}\). With references \(+1\) for X, \(-2\) for A and 0 for D,

\[
K=10^{17}-2(4.804\times10^{16})\approx3.92\times10^{15}\ \mathrm{cm^{-3}}.
\]

A stays doubly negative, because its \((-/2-)\) level at \(5.6-4.6=1.0\) eV lies far below the Fermi level. The charge \(K\) must therefore be balanced by free electrons and by electrons captured on X. Let \(N_X\) be the dopant density. For nondegenerate electrons the occupation of the dopant gives

\[
[X^0]=\frac{N_Xn}{n+n_1},\qquad
n_1=\frac{N_c}{2}e^{-0.1\,\mathrm{eV}/kT}\approx4.31\times10^{16}\ \mathrm{cm^{-3}},
\]

so \(K=n+[X^0]\) becomes

\[
n=\frac{K}{1+N_X/(n+n_1)}\approx\frac{3.92\times10^{15}}{3.26}\approx1.20\times10^{15}\ \mathrm{cm^{-3}} .
\]

The solver gives the same \(n\), with \([X^0]=2.71\times10^{15}\ \mathrm{cm^{-3}}\) and \(E=2.790\) eV. Cooling has cut the electron density by a factor of 3.2 through capture on the dopant.

If the defects could instead equilibrate fully at 300 K, the root would be 2.633 eV and \(n=2.85\times10^{12}\ \mathrm{cm^{-3}}\), about 420 times below the quenched value. The choice between frozen and equilibrium totals thus matters far more here than the solver tolerance of \(10^{-12}\) eV. The difference in \(K\) also amplifies input errors: a 1% change in the frozen density of A changes \(K\) by about 25%.

For each of these four states, and for the two nondegenerate limits below, a 60-digit evaluation of the original \(Q\) changes sign within \(10^{-11}\) eV of the computed root. The numerical output follows this note.

## 7. Limits and failure modes

**Underflow.** Without defects, \(N_ve^{-E/kT}=N_ce^{(E-E_g)/kT}\), hence

\[
E=\frac{E_g}{2}+\frac{kT}{2}\ln\frac{N_v}{N_c}
=\frac{E_g}{2}+\frac34kT\ln\frac{m_h}{m_e}.
\]

At 20 K this is 1.501556 eV, and the solver agrees. The formal electron density is about \(10^{-361}\ \mathrm{cm^{-3}}\), below the smallest positive double. When the concentrations are recovered by exponentiating their logarithms and then subtracted, \(Q\) evaluates to zero from 1.355 to 1.645 eV on a 0.005 eV grid, and its sign carries no information there. The density has no practical meaning, but the Fermi level remains well defined in the model.

**Cancellation.** The opening crystal has donors at 2.9 eV and acceptors at 0.2 eV, each of density \(N=10^{17}\ \mathrm{cm^{-3}}\), with neutral-state degeneracies 2 and 4 and unit degeneracy when ionized. With references \(+1\) and \(-1\), \(K=0\). Deep in the gap the neutral fractions are small, and

\[
P\approx\alpha e^{-E/kT},\quad \alpha=N_v+4Ne^{0.2\,\mathrm{eV}/kT},
\]
\[
M\approx\beta e^{E/kT},\quad \beta=N_ce^{-E_g/kT}+2Ne^{-2.9\,\mathrm{eV}/kT}.
\]

Setting \(P=M\) gives \(E=(kT/2)\ln(\alpha/\beta)=1.5547\) eV, as the solver finds. Each side is then about \(7\times10^{-6}\ \mathrm{cm^{-3}}\). This root belongs to exactly equal densities. An acceptor excess \(\Delta\) enters as \(K=-\Delta\), and once it is far above \(7\times10^{-6}\ \mathrm{cm^{-3}}\), but still far below \(N\), the root is \(E\approx kT\ln(\alpha/\Delta)\). An excess of \(16\ \mathrm{cm^{-3}}\), one unit in the last place of \(10^{17}\) in double precision, gives 1.177 eV, and a relative excess of \(10^{-10}\) gives 0.832 eV. No real crystal is compensated this closely, so the example tests the arithmetic and does not predict the Fermi level of a compensated material.

With zero references, both sides also contain ionized charge near \(10^{17}\ \mathrm{cm^{-3}}\). The informative part is smaller by a factor near \(10^{-22}\), far beyond double precision, and \(L\) rounds to zero. The algorithm sends a zero to the upper end of the bracket, so it converges to the lower edge of the plateau. That edge can be predicted. The logarithm of the ionized acceptor's weight, and with it that of the sum \(Z\), lies between 32 and 64 there, where half the spacing of doubles is \(2^{-48}\). The neutral fraction first survives rounding when

\[
4e^{-(E-0.2\,\mathrm{eV})/kT}=2^{-48}
\quad\Rightarrow\quad
E=0.2\,\mathrm{eV}+50\,kT\ln2=1.0960\ \mathrm{eV},
\]

which is the wrong value returned. It is set by the rounding of doubles, not by charge neutrality: it would be the exact root for a relative acceptor excess of about \(4\times10^{-15}\). The estimate neglects holes, for which \(p/N\approx10^{-16}\) lies below \(2^{-48}\) at this energy. At much lower \(N\), or for a much shallower acceptor, the holes survive rounding first and set the edge instead. In practice, take \(r_k\) as the dominant charge state near the root; if the result shows another state dominating, reset \(r_k\) and solve again. A computed \(L=0\) at two different energies contradicts strict monotonicity and is a warning of lost digits. Its absence does not prove accuracy, because \(K\) itself can be rounded. Replace the donor by a pool with charges 0 and \(+3\), energies 0 and \(-8.7\) eV, unit degeneracies, reference \(+3\) and density \(10^{17}/3\) stored as a double. The product \(3C\) rounds to \(10^{17}\), so \(K=0\) instead of \(-4\ \mathrm{cm^{-3}}\), and the solver returns 1.570 eV where the root for the stored densities is 1.213 eV. The products \(C_kr_k\), not only their sum, must be formed without rounding when compensation is this close.

**Degenerate doping.** For \(10^{20}\ \mathrm{cm^{-3}}\) permanently ionized donors at 300 K, the root lies 0.260 eV above the conduction-band edge and the bracket must expand. Replacing the Fermi function by a step gives \(F\approx4\eta^{3/2}/(3\sqrt\pi)\). With \(F=10^{20}/N_c=24.3\), \(\eta\approx10.1\), or 0.262 eV, close to the full result. The parabolic band is itself an assumption at such filling.

**Saturated sites.** At \(E=0\), \(D^{2+}\) has formation energy \(-1.2\) eV and fills nearly all its sites at 1000 K. The site pool keeps the concentration below the site density at this end of the bracket, where the dilute formula would exceed it. A root in such a region would mean that the independent-defect model has failed.

**Energies that follow the Fermi level.** If \(E_j\) depends on \(E\), the derivative of \(w_j\) contains \(q_j+E_j'\) in place of \(q_j\), and

\[
\frac{d\langle q\rangle}{dE}=-\frac{\mathrm{Var}(q)+\mathrm{Cov}(q,E')}{kT},
\]

which can be positive. Suppose the only charged defect is dilute, with \(q=1\) and \(E'=-2\). Its concentration is \(c_0e^{E/kT}\), rising in step with nondegenerate \(n\). If \(c_0>N_ce^{-E_g/kT}\), \(Q\) stays positive throughout that regime and has no root there. Chemical potentials tied to \(E\), or band edges shifted by the carriers, therefore need a new monotonicity proof before bisection can promise a unique answer.

## Table of computed values

```
gap 3.0 eV; masses: electron 0.3, hole 1.0 m_e
sites per sublattice 2.0e+22 cm^-3; dopant X 1.0e+17 cm^-3
D: charges (0, 1, 2), energies at E=0 (4.0, 1.5, -1.2) eV, g (1, 2, 1)
A: charges (0, -1, -2), energies at E=0 (4.0, 4.6, 5.6) eV, g (1, 2, 1)
X: donor level 2.90 eV, g(neutral, +1) (2, 1)
T 1000 K: kT 0.086173 eV, Nc 2.5094e+19, Nv 1.5272e+20 cm^-3
T 300 K: kT 0.025852 eV, Nc 4.1234e+18, Nv 2.5094e+19 cm^-3
undoped 1000 K: E_F 1.623277 eV, n 2.8920e+12, p 1.0068e+12 cm^-3
  D by charge state: 1.3865e+02, 7.2683e+06, 9.7017e+11 cm^-3
  A by charge state: 1.3865e+02, 3.9814e+07, 2.7554e+10 cm^-3
doped 1000 K: E_F 2.242495 eV, n 3.8185e+15, p 7.6245e+08 cm^-3
  D by charge state: 1.3865e+02, 5.5045e+03, 5.5643e+05 cm^-3
  A by charge state: 1.3865e+02, 5.2572e+10, 4.8042e+16 cm^-3
  X by charge state: 9.7035e+13, 9.9903e+16 cm^-3
  bisection steps 42, final width below 1e-12 eV
  step 1: midpoint 1.500000 eV, L +11.8774
  step 2: midpoint 2.250000 eV, L -0.1711
  step 3: midpoint 1.875000 eV, L +7.2270
  step 4: midpoint 2.062500 eV, L +3.9390
  step 5: midpoint 2.156250 eV, L +1.9386
  step 6: midpoint 2.203125 eV, L +0.8922
doped, full equilibrium 300 K: E_F 2.633263 eV, n 2.8468e+12, p 1.4544e-25 cm^-3
  D by charge state: 1.2705e-45, 1.4665e-47, 9.6913e-47 cm^-3
  A by charge state: 1.2705e-45, 3.6504e-11, 4.9995e+16 cm^-3
  X by charge state: 6.6073e+12, 9.9993e+16 cm^-3
undoped slope kT|dL/dE| 2.6771 = 1.6584 + 1.0187
frozen totals: D 5.6207e+05, A 4.8042e+16 cm^-3
dopant charge taken by A if all A is 2-: 96.08 %
net reference charge K 3.9155e+15 cm^-3
quenched 300 K: E_F 2.789549 eV, n 1.2017e+15, p 3.4452e-28 cm^-3
  neutral X 2.7138e+15 cm^-3
intrinsic 20 K: E_F 1.50155626 eV, closed form 1.50155626 eV
  log10(n / cm^-3) -360.740
  linear Q is zero in double precision from 1.355 to 1.645 eV
compensated 300 K: donor level 2.9, acceptor level 0.2 eV, each 1.0e+17 cm^-3
  g neutral: donor 2, acceptor 4
  E_F closed form 1.55467823 eV
  E_F with references +1, -1: 1.55467823 eV
  E_F with references 0, 0: 1.09596204 eV (wrong by 0.459 eV)
degenerate 300 K, ionized donors 1.0e+20 cm^-3: E_F - gap 0.259736 eV
```
